# Quadratic Onset of Field-Driven Bond Breaking for Isotropically Oriented Dipoles

## Result and assumptions

In the thermochemical picture of dielectric breakdown, an electric field lowers the barrier for breaking a bond by acting on a dipole. If the dipoles point equally in all directions, the mean breaking rate is

$$
\bar k(E)=k_0\,\frac{\sinh x}{x},\qquad x=\frac{pE}{k_BT}, \tag{1}
$$

where $k_0$ is the zero-field rate. At low field

$$
\frac{\bar k}{k_0}=1+\frac{x^2}{6}+O(x^4), \tag{2}
$$

so the acceleration starts quadratically. A purely exponential dependence on $E$ at all fields belongs to dipoles that all make the same angle with the field, such as aligned ones; the isotropic mean approaches the aligned law $e^x$, apart from a factor $1/(2x)$, only at high field.

The rate of one bond is taken as

$$
k(\theta)=\nu\exp\!\left[-\frac{H-pE\cos\theta}{k_BT}\right]. \tag{3}
$$

Here $\nu$ is an attempt frequency, $H$ the zero-field barrier, $E\ge 0$ the applied field and $\theta$ the angle between field and dipole. The dipole in question is the activation dipole: the moment whose projection on the field lowers the barrier. Its effective magnitude $p$ includes the factor by which the local field exceeds the applied one. With the sign in (3), a dipole along the field breaks faster and one against it breaks more slowly.

Equation (1) assumes that

- orientations are isotropic, frozen and independent of the field;
- $\nu$, $H$ and $p$ are common to all bonds, and breaking is irreversible;
- the lowest barrier, $H-pE$, stays well above $k_BT$, so that an activated rate makes sense.

The mean in (1) is over the initial population of intact bonds. Its relation to a lifetime is derived below.

## Averaging over orientations

Write $c=\cos\theta$. The solid-angle element is $\sin\theta\,d\theta\,d\phi$, the full solid angle is $4\pi$, and $\sin\theta\,d\theta=-dc$. The integral over $\phi$ gives $2\pi$, so $c$ is uniformly distributed on $[-1,1]$ with density $1/2$. With $k_0=\nu e^{-H/k_BT}$, the rate (3) is $k_0e^{xc}$, and

$$
\frac{\bar k}{k_0}=\frac12\int_{-1}^{1}e^{xc}\,dc
=\frac{e^{x}-e^{-x}}{2x}=\frac{\sinh x}{x}, \tag{4}
$$

which is (1). Numerical integration over the full sphere, with the field along the skew direction $(1,2,2)/3$, agreed with (4) to within a relative $10^{-10}$ at five fields from 0.05 to 4 MV/cm, for the parameters of the example below.

## Low field: why the linear term vanishes

Expanding the exponential before averaging shows where each term comes from:

$$
\langle e^{xc}\rangle=1+x\langle c\rangle+\frac{x^2}{2}\langle c^2\rangle+\frac{x^3}{6}\langle c^3\rangle+\frac{x^4}{24}\langle c^4\rangle+\cdots \tag{5}
$$

The odd moments vanish because $c$ and $-c$ are equally likely. The even ones are $\langle c^2\rangle=\frac12\cdot\frac23=\frac13$ and $\langle c^4\rangle=\frac12\cdot\frac25=\frac15$. Therefore

$$
\frac{\bar k}{k_0}=1+\frac{x^2}{6}+\frac{x^4}{120}+\cdots \tag{6}
$$

To first order, the bonds speeded up by the field are offset by those slowed down. The offset fails at second order because the exponential is convex: a bond at $+c$ gains more than its partner at $-c$ loses.

For the logarithm, put $u=x^2/6+x^4/120$ in $\ln(1+u)=u-u^2/2+\cdots$. The fourth-order coefficient is $1/120-1/72=-1/180$, so

$$
\ln\frac{\bar k}{k_0}=\frac{x^2}{6}-\frac{x^4}{180}+\cdots \tag{7}
$$

A fully aligned population has $k/k_0=e^x=1+x+\cdots$ instead. The difference appears in the growth of $\bar k/k_0-1$ when $x$ is doubled from 0.01 to 0.02. The apparent power of the field is 2.0000 for the isotropic case and 1.0072 for the aligned one. The excess over 1 comes from the next term of $e^x-1=x+x^2/2+\cdots$.

## Field acceleration and the high-field limit

Let $g(x)=\ln(\sinh x/x)=\ln\sinh x-\ln x$. Differentiation gives

$$
g'(x)=\coth x-\frac1x\equiv L(x), \tag{8}
$$

the Langevin function. Since $dx/dE=p/k_BT$, the slope seen on a plot of log rate against field is

$$
\frac{d\ln\bar k}{dE}=\frac{p}{k_BT}\,L(x). \tag{9}
$$

From (7), $L(x)\simeq x/3$ at small $x$, so the slope vanishes at zero field. At large $x$, $\coth x\to1$ and $L\simeq 1-1/x$. The slope then approaches the aligned value $p/k_BT$ from below.

In the same limit $\sinh x\simeq e^x/2$, and

$$
\ln\frac{\bar k}{k_0}\simeq x-\ln(2x). \tag{10}
$$

The term $-\ln(2x)$ is the cost of having few bonds near the favourable direction. To see how few, find the value $c_h$ above which half of the mean rate arises:

$$
\frac{\int_{c_h}^{1}e^{xc}dc}{\int_{-1}^{1}e^{xc}dc}
=\frac{e^x-e^{xc_h}}{e^x-e^{-x}}=\frac12 .
$$

Multiplying out gives $e^{xc_h}=e^x-\frac12(e^x-e^{-x})=\cosh x$, hence

$$
c_h=\frac{\ln\cosh x}{x},\qquad
\text{fraction of bonds}=\frac{1-c_h}{2}. \tag{11}
$$

At large $x$, $\cosh x\simeq e^x/2$, so the fraction tends to $\ln2/(2x)$.

The average also changes the apparent activation energy. With $\beta=1/k_BT$, $\ln\bar k=\ln\nu-\beta H+g(\beta pE)$, and at fixed field

$$
Q=-\frac{\partial\ln\bar k}{\partial\beta}=H-pE\,L(x). \tag{12}
$$

At low field this is $H-(pE)^2/(3k_BT)$: the reduction is again quadratic. At high field, $xL\simeq x-1$ gives $Q\simeq H-pE+k_BT$.

## From mean rate to lifetime

Define the lifetime $t_f$ as the time at which a small fraction $f$ of the bonds has broken. Each bond survives with probability $e^{-kt}$, so

$$
f=1-\langle e^{-kt_f}\rangle
=\bar k t_f-\frac{\langle k^2\rangle t_f^2}{2}+\frac{\langle k^3\rangle t_f^3}{6}-\cdots \tag{13}
$$

The average $\langle k^2\rangle$ is (4) with $x$ replaced by $2x$. Using $\sinh2x=2\sinh x\cosh x$,

$$
C\equiv\frac{\langle k^2\rangle}{\bar k^2}
=\frac{\sinh 2x}{2x}\,\frac{x^2}{\sinh^2x}=x\coth x. \tag{14}
$$

Let $u=\bar kt_f$ and $M=\langle k^3\rangle/\bar k^3$. Insert $u=f+af^2+bf^3$ into $f=u-Cu^2/2+Mu^3/6$. The terms in $f^2$ give $a=C/2$; those in $f^3$ give $b=Ca-M/6=C^2/2-M/6$. Hence

$$
\bar kt_f=f\left[1+\frac{x\coth x}{2}f+\left(\frac{C^2}{2}-\frac M6\right)f^2+\cdots\right]. \tag{15}
$$

The lifetime is $f/\bar k$ when $f\,x\coth x\ll1$. Otherwise the lifetime is longer. At large $x$ this is because the well-oriented bonds are used up first and the remaining population breaks more slowly than (1) says; at small $x$, where $C\to1$, it is mostly ordinary exponential decay, $\bar kt_f\simeq-\ln(1-f)$.

## Straight-line extrapolation

Lifetimes are measured at high field and needed at low field. Suppose that $\ln t_f$ is extended as a straight line in $E$, with the slope found at the stress field, where $x=x_s$. Neglecting depletion, the line replaces $g(x)$ by its tangent at $x_s$. The ratio of extrapolated to model lifetime is

$$
R(x)=\exp\left[g(x)-g(x_s)-L(x_s)(x-x_s)\right]. \tag{16}
$$

Now $g''(x)=1/x^2-1/\sinh^2x$, which is positive because $\sinh x>x$ for $x>0$. A convex function lies above its tangents, so $R>1$ for $x\neq x_s$: within this model the line is optimistic at low field. The same holds for a line through two stress points, since the extension of a chord also lies below a convex curve.

At $x=0$, where $g=0$, the high-field forms give $x_sL(x_s)-g(x_s)\simeq(x_s-1)-(x_s-\ln2x_s)$, so

$$
R(0)\simeq\frac{2x_s}{e}. \tag{17}
$$

## Worked example: a dielectric between metal lines

Consider a porous organosilicate dielectric filling a 30 nm gap between metal lines. Take $T=378$ K, so $k_BT=0.03257$ eV, and $p=1.2\ e\,$nm. One volt across the gap gives a use field of 0.333 MV/cm; the stress field is 4 MV/cm. Temperature is the same in both conditions. The barrier, 1.85 eV, and attempt frequency, $10^{13}$ s$^{-1}$, are chosen to give stress lifetimes of hours.

Since 1 MV/cm is 0.1 V/nm, the use field gives $pE=1.2\times0.0333=0.0400$ eV, and

$$
x_u=\frac{0.0400}{0.03257}=1.228,\qquad x_s=12\,x_u=14.74 .
$$

The scale $x=1$ lies at 0.271 MV/cm, somewhat below the use field. At the use field

$$
\frac{\sinh x_u}{x_u}=\frac{3.414-0.293}{2\times1.228}=1.271 .
$$

The quadratic law (2) gives 1.251, which is 1.5 % below the full enhancement. Aligned dipoles of the same $p$ would give 3.41. At stress the isotropic enhancement is $8.5\times10^4$, against $2.5\times10^6$ for aligned dipoles; by (10) the ratio is $2x_s=29.5$.

The Langevin function rises from 0.373 at use to 0.932 at stress. With $p/k_BT=3.684$ cm/MV, (9) gives slopes of 1.375 and 3.434 cm/MV. The stress data would therefore look almost like those of aligned dipoles, although the use condition lies near the quadratic regime. By (11), half of the mean rate comes from 25 % of the bonds at use but from 2.35 % at stress. The activation energy (12) falls from 1.835 eV to $1.85-0.48\times0.932=1.403$ eV.

The zero-field rate is $2.16\times10^{-12}$ s$^{-1}$, so the use rate is $2.75\times10^{-12}$ s$^{-1}$ and the stress rate $1.84\times10^{-7}$ s$^{-1}$. For $f=10^{-3}$, solving the first equality in (13) gives lifetimes of 1.52 h at stress and 11.6 years at use. Without field it would be 14.7 years.

Depletion lengthens the stress lifetime by 0.743 % relative to $f/\bar k$. The first correction in (15) accounts for $14.74\times10^{-3}/2=0.737$ %. For the next, $M=(\sinh3x/3x)(x/\sinh x)^3\to4x^2/3$ at large $x$, so its coefficient is $x^2/2-2x^2/9=5x^2/18$, which adds 0.006 %. At $f=0.1$ the first correction alone would be 74 %, and the expansion would no longer be useful.

The straight line from stress predicts 50.7 years at use, too long by a factor 4.39. Equation (16) shows the origin:

$$
\ln R=0.240-11.352+0.9321\times13.508=1.48 .
$$

At zero field the factor is 10.8, in agreement with $2x_s/e$. Both factors require small depletion: at $f=0.1$ they fall to 2.47 and 5.33, and at $f=0.45$ both are below 1 (0.91 and 0.94).

## When isotropy is imperfect

Growth on a surface could leave a slight preference for one direction. The preferred axis is taken here along the field; for a tilted axis, $a$ in (18) is multiplied by the cosine of the tilt, so a preference of this form along the film normal has no effect on a field lying in the plane between metal lines. A preference with higher harmonics can have one: a density proportional to $e^{\kappa\cos\vartheta}$ about the normal, with mean cosine 0.3, gives no linear term but lowers the in-plane rate by 1.2 % at use and 11 % at stress. Let the density of $c$ be $\frac12(1+3ac)$, with $|a|\le1/3$ so that it is nowhere negative. It is normalized, and $\langle c\rangle=3a\langle c^2\rangle_0=a$, where the subscript 0 denotes the isotropic average. Since $\langle c\,e^{xc}\rangle_0$ is the derivative of $\sinh x/x$, which by (8) equals $(\sinh x/x)L(x)$,

$$
\frac{\bar k}{k_0}=\frac{\sinh x}{x}\left[1+3aL(x)\right]
=1+ax+\frac{x^2}{6}+\cdots \tag{18}
$$

A linear term has returned. For $a>0$ it exceeds the quadratic one below $x=6a$; for $a<0$ a weak field slows the mean rate. With $a=0.05$ the two terms are equal at 0.081 MV/cm. The use rate rises by only 5.6 %, yet the initial power law is changed.

An alignment without polarity does not restore the linear term. Take the density $\frac12[1+5sP_2(c)]$, with $P_2=(3c^2-1)/2$ and $s$ small enough to keep it positive. It is even in $c$, so $\langle c\rangle=0$, while

$$
\langle c^2\rangle=\frac13+\frac{5s}{2}\left(\frac35-\frac13\right)=\frac{1+2s}{3}. \tag{19}
$$

By (5) the onset remains quadratic, with coefficient $(1+2s)/6$. At high field such order can still matter more than polar order: $s=0.05$ raises the mean rate by 2.2 % at use and 20 % at stress, against 5.6 % and 14 % for $a=0.05$. The missing linear term thus requires $\langle c\rangle=0$, whereas the factor $1/6$ requires $\langle c^2\rangle=1/3$, which isotropy guarantees but which cubic symmetry also gives.

The assumption of frozen dipoles affects the coefficient too. If resting moments $p_r$, parallel to the activation dipoles, could turn freely, their Boltzmann weight would be $1+x_rc$ to first order, with $x_r=p_rE/k_BT$. This is (18) with $a=x_r/3$. It adds $x_rx/3$, which is also quadratic in $E$.

## Other effects and the real dielectric

A polarizability volume that increases by $\Delta\alpha$ on activation lowers the barrier by $\frac12(4\pi\varepsilon_0)\Delta\alpha F^2$, with $F$ the local field. This also starts quadratically. For an assumed $\Delta\alpha=10^{-3}$ nm³ and the Lorentz local field, $F/E=(\varepsilon_r+2)/3$ with static relative permittivity $\varepsilon_r=2.7$, the added exponent is $2.9\times10^{-5}$ at use and 0.0042 at stress, negligible beside the dipole terms. This rests on the Lorentz factor of 1.57; with a local-field factor of 12, enough to turn a $0.1\ e\,$nm bond moment into the $p$ used here, the exponent at stress would be 0.25.

Carriers may matter far more. An electron leaving an electrode feels the image energy $-A/z$, with $A=e^2/(16\pi\varepsilon)$, and the field energy $-eEz$. The sum is greatest where $A/z^2=eE$, and its value there, $-2\sqrt{AeE}$, is the Schottky lowering. With an optical relative permittivity of 2.0 it is 0.537 eV at stress. The Poole–Frenkel case, escape from a charged trap, has $A$ four times larger and so twice the lowering, 1.07 eV at stress; the Poole–Frenkel figures below hold only for traps deeper than that.

From use to stress, at fixed temperature, the Schottky exponent gains 11.7 and the Poole–Frenkel exponent 23.4, while the log of the dipole rate gains 11.1. These figures omit field-dependent prefactors. If damage follows such a current, its field law can replace (1), and the size of the acceleration alone does not identify the mechanism. For a $\sqrt E$ law the error of the straight line changes sign: an exponent proportional to $\sqrt E$ is concave in $E$, so the tangent at stress gives only 0.015 (Schottky) or $2.4\times10^{-4}$ (Poole–Frenkel) of the lifetime at use. That the line is optimistic is therefore a property of the dipole model at small $f$, not a rule for real dielectrics. For tunnelling through a triangular 3.0 eV electrode barrier, with half the free-electron mass and no image lowering, the semiclassical (WKB) probability at stress is only about $6\times10^{-28}$. Image lowering raises it about 25-fold, to $1.4\times10^{-26}$. Small as this is, the Boltzmann factor for passing over the same lowered barrier, $e^{-(3.0-0.537)/0.03257}\approx1.4\times10^{-33}$, is smaller still. For a barrier this high, tunnelling rather than Schottky emission carries the injected current at stress, and the Schottky figures above do not describe it. At 378 K this tunnelling is thermally assisted: summed over electron energies with a free-electron supply, about 95 % of the current comes from above the Fermi level, it is about 26 times its low-temperature value, and its activation energy is about 0.43 eV. At the use field most of the current passes over the barrier instead. The tangent to this total current at stress is so steep that it overestimates the lifetime at use by a factor of order $10^6$; for a 1.5 eV barrier it underestimates it. The sign of the error for carrier-driven damage thus depends on the barrier height. This does not exclude tunnelling through traps.

Compared with real organosilicate dielectrics, the gap, permittivity and fields are roughly typical, and a stress slope of a few cm/MV is a reasonable scale. The 1.40 eV activation energy at stress is probably high; values below about 1 eV are often inferred. The effective dipole is also large: a single bond moment is roughly $0.1\ e\,$nm or less, and a local-field factor of 1.57 does not close the gap. With $p=0.1\ e\,$nm, $x$ at stress would be 1.23 and the enhancement only 1.27, so the $p$ used here is a chosen model input, not a value obtained from a resting bond moment. An amorphous solid also has a spread of barriers, which strengthens depletion. For $f=10^{-3}$ and a Gaussian spread of $H$ with standard deviation 0.05 eV, the stress lifetime exceeds $f/\bar k$ (with $\bar k$ averaged over barriers as well) by 6.4 % instead of 0.74 %. With 0.1 eV it is 2.3 times $f/\bar k$, and the overestimate at use rises from 4.39 to 5.4. Real lines also break the assumption of a uniform gap. A gap 10 % narrower throughout, at fixed voltage, raises the rate by a factor 4.63 at stress but 1.055 at use. Temperature acts differently: 10 K more at the use field raises the rate 4.27 times, which outweighs the whole field enhancement there.

The numerical output lists the remaining digits.

## Calculated quantities

```
Temperature: 378 K; kB*T: 0.03257 eV
Effective dipole: 1.20 e nm
Zero-field barrier: 1.85 eV
Attempt frequency: 1.0e+13 1/s
Line spacing: 30 nm; use voltage: 1.0 V
Use field: 0.3333 MV/cm; stress field: 4.0 MV/cm
Field at x = 1: 0.2714 MV/cm
x at use: 1.2280; at stress: 14.736
Zero-field rate: 2.160e-12 1/s
Mean rate at use: 2.745e-12 1/s
Mean rate at stress: 1.840e-07 1/s
Enhancement at use: 1.2710
Quadratic estimate at use: 1.2513
Aligned-dipole enhancement at use: 3.4144
Enhancement at stress: 8.517e+04
Aligned enhancement at stress: 2.510e+06
Low-field power, isotropic: 2.0000
Low-field power, aligned: 1.0072
Langevin value at use: 0.3733
Langevin value at stress: 0.9321
Log-rate slope at use: 1.375 cm/MV
Log-rate slope at stress: 3.434 cm/MV
Aligned log-rate slope: 3.684 cm/MV
Bonds giving half the rate, use: 24.87 %
Bonds giving half the rate, stress: 2.35 %
Activation energy at use: 1.8351 eV
Activation energy at stress: 1.4026 eV
Critical broken fraction: 1.0e-03
Lifetime at stress: 1.521 h
Lifetime at use: 11.56 years
Lifetime at zero field: 14.69 years
Straight-line lifetime at use: 50.70 years
Overestimate at use: factor 4.386
Overestimate at zero field: factor 10.836
Depletion correction at use: 0.073 %
Depletion correction at stress: 0.743 %
Assumed residual polar order: 0.05
Linear = quadratic term at: 0.0814 MV/cm
Polar-order rate factor at use: 1.0560
Assumed polarizability change: 1.0e-03 nm^3
Static permittivity: 2.7; optical: 2.0
Polarizability exponent, use: 2.91e-05
Polarizability exponent, stress: 4.19e-03
10 % narrower gap, use: rate factor 1.055
10 % narrower gap, stress: rate factor 4.627
10 K hotter at use: rate factor 4.272
Lowest barrier at stress: 1.370 eV
Log gain use to stress, dipoles: 11.11
Log gain use to stress, Schottky: 11.72
Log gain use to stress, Poole-Frenkel: 23.44
Schottky lowering at stress: 0.537 eV
Poole-Frenkel lowering at stress: 1.073 eV
Electrode barrier: 3.0 eV
Tunnelling mass: 0.5 electron masses
Tunnelling exponent at stress: 62.75
Tunnelling probability at stress: 5.62e-28
```
